# Magic coupling of the chiral moiré Hamiltonian: symmetric truncation and convergence: a numerical check

```python
"""Chiral continuum model of a twisted honeycomb bilayer on its momentum lattice.

Result under test: the first coupling alpha = w1/(hbar v ktheta) at which the
chiral model has a zero-energy band at every k is 0.586, and a cluster of momentum
sites that is C3-symmetric about the Dirac point K keeps the Dirac zero exactly.

Momenta are complex numbers kx + i ky in units of ktheta, the distance K-K'.
Q: site momentum; U: tunnelling phases; D = diag(k - Q) + alpha U maps
sublattice A to sublattice B.  eta = w0/w1 is the AA tunnelling ratio.
Energies are in units of hbar v ktheta until they are converted to meV.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

omega = np.exp(2j * np.pi / 3)
q = -1j * omega ** np.arange(3)
b1, b2 = q[1] - q[0], q[2] - q[0]
gamma = -q[0]                      # centre of a hexagon of sites


def neighbours(site):
    m, n, layer = site
    s = 1 - 2 * layer
    return [(m, n, 1 - layer), (m + s, n, 1 - layer), (m, n + s, 1 - layer)]


def position(site):
    return site[0] * b1 + site[1] * b2 + site[2] * q[0]


def hop_distances(n_max):
    """Sites reached from K in at most n_max hops, with their hop distance."""
    dist = {(0, 0, 0): 0}
    front = [(0, 0, 0)]
    for n in range(1, n_max + 1):
        new = []
        for s in front:
            for t in neighbours(s):
                if t not in dist:
                    dist[t] = n
                    new.append(t)
        front = new
    return dist


def disc(radius):
    """Sites within a radius of the Gamma point."""
    return [(m, n, l) for m in range(-10, 11) for n in range(-10, 11)
            for l in (0, 1) if abs(position((m, n, l)) - gamma) < radius]


def cluster(sites):
    sites = list(sites)
    index = {s: i for i, s in enumerate(sites)}
    Q = np.array([position(s) for s in sites])
    layer = np.array([s[2] for s in sites])
    U = np.zeros((len(sites), len(sites)), complex)
    for s, i in index.items():
        for j, t in enumerate(neighbours(s)):
            if t in index:
                U[i, index[t]] = omega ** j
    return Q, layer, U


def singular_values(k, cl, alpha):
    Q, layer, U = cl
    return np.linalg.svd(np.diag(k - Q) + alpha * U, compute_uv=False)[::-1]


def zero_mode(cl, alpha):
    """Unit null vector of D at K, real and positive on the central site."""
    Q, layer, U = cl
    u = np.linalg.svd(-np.diag(Q) + alpha * U)[2][-1].conj()
    return u * np.exp(-1j * np.angle(u[0]))


def velocity(alpha, cl):
    u = zero_mode(cl, alpha)
    return (u @ u).real


def levels(k, cl, alpha, eta=0.0, kinetic=None):
    """All levels of the full two-sublattice Hamiltonian."""
    Q, layer, U = cl
    kin = k - Q if kinetic is None else kinetic(k - Q, layer)
    D = np.diag(kin) + alpha * U
    AA = alpha * eta * np.abs(U)
    return np.linalg.eigvalsh(np.block([[AA, D.conj().T], [D, AA]]))


# ---- tunnelling matrix against real-space quadrature over one moire cell
small = cluster(hop_distances(2))
B = np.array([[b1.real, b1.imag], [b2.real, b2.imag]])
cell = 2 * np.pi * np.linalg.inv(B)            # columns: moire lattice vectors
g = np.arange(12) / 12
s1, s2 = [x.ravel() for x in np.meshgrid(g, g)]
r = (cell[0, 0] + 1j * cell[1, 0]) * s1 + (cell[0, 1] + 1j * cell[1, 1]) * s2


def dot(x, y):
    return (np.conj(x) * y).real


T_BA = sum(omega ** j * np.exp(1j * dot(q[j], r)) for j in range(3))
Q, lay, U = small
for i in np.where(lay == 0)[0]:
    for j in np.where(lay == 1)[0]:
        element = np.mean(np.exp(1j * dot(Q[i] - Q[j], r)) * T_BA)
        assert abs(element - U[i, j]) < 1e-12

# ---- velocity formula against the slope of the lowest level of the full H
c6 = cluster(hop_distances(6))
step = 1e-4
slope = levels(step, c6, 0.3)[len(c6[0])] / step
v_formula = velocity(0.3, c6)
assert abs(slope - v_formula) < 1e-3

# ---- roots of the velocity for growing hop cutoff
n_ref = 14
dist_ref = hop_distances(n_ref)
ref = cluster(dist_ref)
hops = np.array(list(dist_ref.values()))
alpha_star = brentq(velocity, 0.5, 0.65, args=(ref,), xtol=1e-14)
u_star = zero_mode(ref, alpha_star)
tail = [np.linalg.norm(u_star[hops >= m]) for m in range(n_ref + 1)]
table = []
for n in range(1, 11):
    cl = cluster(hop_distances(n))
    assert len(cl[0]) == 1 + 3 * n * (n + 1) // 2
    root = brentq(velocity, 0.5, 0.65, args=(cl,), xtol=1e-14)
    table.append((n, len(cl[0]), root, root - alpha_star, tail[n + 1]))
    if n <= 3:                                  # band starts as |k|^4 at the root
        lo = singular_values(0.01, cl, root)[0]
        hi = singular_values(0.02, cl, root)[0]
        exponent = np.log2(hi / lo)
        assert abs(exponent - 4) < 0.05
assert abs(table[0][2] - 1 / np.sqrt(3)) < 1e-10
assert abs(table[1][2] - (np.sqrt(5) - 1) / 2) < 1e-10
assert abs(table[-1][3]) < 1e-9
assert round(alpha_star, 3) == 0.586
error_ratio = max(abs(row[3]) / row[4] ** 2 for row in table[:7])
assert error_ratio < 30

# ---- factorial decay of the zero mode
min_ratio = np.min(np.abs(ref[0][1:]) / hops[1:])
assert min_ratio > 2 / 3 - 1e-12
for m in range(3, 11):
    bound = 3 * alpha_star / (2 * m / 3 - 3 * alpha_star)
    assert tail[m] <= bound * tail[m - 1]


# ---- the same alpha from an eigenvalue problem at generic k
def alpha_from_eigenvalue(k):
    Q, lay, U = ref
    one, two = lay == 0, lay == 1
    P = ((U[np.ix_(one, two)] / (k - Q[one])[:, None])
         @ (U[np.ix_(two, one)] / (k - Q[two])[:, None]))
    ev = np.linalg.eigvals(P)
    real = ev.real[(np.abs(ev.imag) < 1e-7) & (ev.real > 0)]
    return 1 / np.sqrt(real.max())


k_tests = [gamma, 0.37 - 0.21j, 0.1 + 0.5j]
alpha_k = [alpha_from_eigenvalue(k) for k in k_tests]
spread = max(abs(x - alpha_star) for x in alpha_k)
assert spread < 1e-8


# ---- real-space zero mode: constant product and zero at a stacking centre
def in_space(u, point):
    wave = u * np.exp(-1j * dot(ref[0], point))
    return np.array([wave[ref[1] == 0].sum(), wave[ref[1] == 1].sum()])


u_03 = zero_mode(ref, 0.3)
for point in (0.4 + 0.9j, -1.3 + 0.2j, 2.0 - 1.1j):
    product = in_space(u_03, point) @ in_space(u_03, -point)
    assert abs(product - u_03 @ u_03) < 1e-8
r0 = 4 * np.pi / (3 * np.sqrt(3))
amp_plus = np.linalg.norm(in_space(u_star, r0))
amp_minus = np.linalg.norm(in_space(u_star, -r0))
amp_AA = np.linalg.norm(in_space(u_star, 0.0))
assert min(amp_plus, amp_minus) < 1e-6 < 0.01 * max(amp_plus, amp_minus)

# ---- which truncations keep the Dirac point
sym = cluster(hop_distances(3))
par = cluster([(m, n, l) for m in (-1, 0, 1) for n in (-1, 0, 1) for l in (0, 1)])
gam = cluster(disc(2.7))
zero_sym, zero_par, zero_gam = [singular_values(0, c, alpha_star)[0]
                                for c in (sym, par, gam)]
zero_sym_other = singular_values(q[0], sym, alpha_star)[0]
assert zero_sym < 1e-13 and zero_par > 1e-6 and zero_gam > 1e-6
assert zero_sym_other > 1e-6
assert np.allclose(singular_values(0, gam, alpha_star),
                   singular_values(2 * gamma, gam, alpha_star), atol=1e-12)
split = []
for c in (sym, par):
    e = levels(0, c, alpha_star, eta=0.8)
    split.append(e[len(c[0])] - e[len(c[0]) - 1])
assert split[0] < 1e-12 and split[1] > 1e-6

# ---- worked example, lengths in nm and energies in eV
a, hbar_v, w1 = 0.25, 0.6, 0.11
K = 4 * np.pi / (3 * a)


def twist(alpha):
    return 2 * np.arcsin(w1 / (alpha * hbar_v) / (2 * K))


theta = twist(alpha_star)
ktheta = 2 * K * np.sin(theta / 2)
period = a / (2 * np.sin(theta / 2))
meV = 1000 * hbar_v * ktheta

grid = []
for i in range(6):
    for j in range(6):
        images = [(i / 6 + m) * b1 + (j / 6 + n) * b2
                  for m in (-1, 0, 1) for n in (-1, 0, 1)]
        grid.append(gamma + min(images, key=abs))

disc_table = []
for radius in (1.1, 2.1, 2.7, 3.7, 4.4, 5.4, 7.1):
    c = cluster(disc(radius))
    sv = np.array([singular_values(k, c, alpha_star)[:2] for k in grid])
    disc_table.append((radius, len(c[0]), 2 * meV * sv[:, 0].max()))
big = c
remote = meV * sv[:, 1].min()
assert disc_table[-1][2] < 0.01 * disc_table[0][2]


def width_and_gap(alpha, scale, **options):
    N = len(big[0])
    e = np.array([levels(k, big, alpha, **options)[N - 2:N + 2] for k in grid])
    return (scale * (e[:, 2].max() - e[:, 1].min()),
            scale * (e[:, 3].min() - e[:, 2].max()))


def lattice_kinetic(kappa, layer):
    """Nearest-neighbour lattice dispersion in the rotated frame of each layer."""
    p = kappa * ktheta * np.exp(-0.5j * theta * (1 - 2 * layer))
    bonds = a / np.sqrt(3) * 1j * omega ** np.arange(3)
    f = sum(np.exp(1j * dot(K + p, d)) for d in bonds)
    return np.conj(-2 / (np.sqrt(3) * a) * f) / ktheta


# rotation of the linear Dirac term alone leaves the chiral spectrum unchanged
k_any = 0.37 - 0.21j
turn = np.exp(-0.5j * theta * (1 - 2 * big[1]))
rotated = np.linalg.svd(np.diag((k_any - big[0]) * turn) + alpha_star * big[2],
                        compute_uv=False)[::-1]
assert np.allclose(rotated, singular_values(k_any, big, alpha_star), atol=1e-12)

plain = np.exp(0.5j * theta)                    # cancels the frame rotation
warping = abs(lattice_kinetic(plain, 0) - 1)
assert abs(warping / (a * ktheta / (4 * np.sqrt(3))) - 1) < 0.05

width_AA, gap_AA = width_and_gap(alpha_star, meV, eta=0.8)
width_lat, gap_lat = width_and_gap(alpha_star, meV, kinetic=lattice_kinetic)
k_off = 2 * K * np.sin((theta + np.radians(0.05)) / 2)
width_off, gap_off = width_and_gap(w1 / (hbar_v * k_off), 1000 * hbar_v * k_off)
strain, eps_r, decay = 0.001, 10.0, 0.2
strain_meV = 1000 * hbar_v * K * strain
tunnel_meV = 1000 * w1 * ktheta * decay
coulomb = 1000 * sc.e / (4 * np.pi * sc.epsilon_0 * eps_r * period * 1e-9)
kT = [1000 * sc.k * T / sc.e for T in (4, 300)]

print(f"magic alpha, {n_ref} hops, {len(ref[0])} sites: {alpha_star:.10f}")
print("hops sites alpha_n       error      tail beyond n  angle(deg)")
for n, N, root, err, t in table:
    print(f"{n:3d} {N:5d} {root:.10f} {err:+.2e} {t:.2e} "
          f"{np.degrees(twist(root)):.4f}")
print(f"largest |error|/tail^2, n = 1 to 7: {error_ratio:.3f}")
print(f"smallest |Q|/hops: {min_ratio:.4f}")
print(f"v*/v at alpha 0.3: formula {v_formula:.6f}, slope {slope:.6f}")
for k, x in zip(k_tests, alpha_k):
    print(f"alpha from eigenvalue at k = {k:.2f}: {x:.10f}")
print(f"largest deviation from magic alpha: {spread:.1e}")
print(f"|u| at +r0, -r0, AA centre: {amp_plus:.1e} {amp_minus:.1e} {amp_AA:.4f}")
print(f"inputs: a {a} nm, hbar v {hbar_v} eV nm, w1 {w1} eV")
print(f"magic angle: {np.degrees(theta):.4f} deg = {theta:.6f} rad")
print(f"ktheta: {ktheta:.4f} 1/nm; moire period: {period:.2f} nm")
print(f"energy unit hbar v ktheta: {meV:.2f} meV")
print("lowest |E| at K, chiral, by cluster:")
print(f"  C3 about K, {len(sym[0])} sites: {meV*zero_sym:.1e} meV")
print(f"  same cluster at K': {meV*zero_sym_other:.4f} meV")
print(f"  parallelogram, {len(par[0])} sites: {meV*zero_par:.4f} meV")
print(f"  Gamma disc, {len(gam[0])} sites, K and K': {meV*zero_gam:.4f} meV")
print(f"doublet splitting at K, w0/w1 0.8: C3 {meV*split[0]:.1e} meV, "
      f"parallelogram {meV*split[1]:.4f} meV")
print(f"Gamma disc: radius, sites, flat-pair width on {len(grid)} k points")
for radius, N, width in disc_table:
    print(f"  {radius:.1f} {N:4d} {width:.5f} meV")
print(f"lowest remote level, chiral: {remote:.2f} meV")
print(f"w0/w1 0.8: width {width_AA:.3f} meV, upper gap {gap_AA:.2f} meV")
print(f"lattice dispersion: relative warping at ktheta {warping:.5f}")
print(f"  width {width_lat:.3f} meV, upper gap {gap_lat:.2f} meV")
print(f"twist +0.05 deg: width {width_off:.3f} meV, gap {gap_off:.2f} meV")
print(f"strain {100*strain:.1f} %: Dirac shift scale {strain_meV:.2f} meV")
print(f"tunnelling slope, length {decay} nm: scale {tunnel_meV:.2f} meV")
print(f"Coulomb e^2/(4 pi eps L), eps_r {eps_r:.0f}: {coulomb:.2f} meV")
print(f"kT at 4 K: {kT[0]:.3f} meV; at 300 K: {kT[1]:.2f} meV")
print("done: every assertion held")
```

It prints:

```
magic alpha, 14 hops, 316 sites: 0.5856635584
hops sites alpha_n       error      tail beyond n  angle(deg)
  1     4 0.5773502692 -8.31e-03 3.20e-01 1.0859
  2    10 0.6180339887 +3.24e-02 7.13e-02 1.0144
  3    19 0.5846360736 -1.03e-03 1.81e-02 1.0723
  4    31 0.5856869528 +2.34e-05 3.40e-03 1.0704
  5    46 0.5856620932 -1.47e-06 5.17e-04 1.0705
  6    64 0.5856635946 +3.62e-08 8.06e-05 1.0705
  7    85 0.5856635576 -8.21e-10 8.40e-06 1.0705
  8   109 0.5856635584 +1.04e-11 1.05e-06 1.0705
  9   136 0.5856635584 -1.32e-13 8.44e-08 1.0705
 10   166 0.5856635584 +1.33e-15 8.60e-09 1.0705
largest |error|/tail^2, n = 1 to 7: 11.625
smallest |Q|/hops: 0.6667
v*/v at alpha 0.3: formula 0.572287, slope 0.572287
alpha from eigenvalue at k = -0.00+1.00j: 0.5856635584
alpha from eigenvalue at k = 0.37-0.21j: 0.5856635584
alpha from eigenvalue at k = 0.10+0.50j: 0.5856635584
largest deviation from magic alpha: 3.3e-16
|u| at +r0, -r0, AA centre: 7.0e-01 1.9e-15 1.8876
inputs: a 0.25 nm, hbar v 0.6 eV nm, w1 0.11 eV
magic angle: 1.0705 deg = 0.018683 rad
ktheta: 0.3130 1/nm; moire period: 13.38 nm
energy unit hbar v ktheta: 187.82 meV
lowest |E| at K, chiral, by cluster:
  C3 about K, 19 sites: 6.9e-15 meV
  same cluster at K': 0.5639 meV
  parallelogram, 18 sites: 0.5486 meV
  Gamma disc, 24 sites, K and K': 0.5337 meV
doublet splitting at K, w0/w1 0.8: C3 1.9e-13 meV, parallelogram 0.4142 meV
Gamma disc: radius, sites, flat-pair width on 36 k points
  1.1    6 64.35771 meV
  2.1   12 1.62604 meV
  2.7   24 1.06735 meV
  3.7   36 0.03684 meV
  4.4   54 0.00239 meV
  5.4   72 0.00004 meV
  7.1  126 0.00000 meV
lowest remote level, chiral: 102.77 meV
w0/w1 0.8: width 4.321 meV, upper gap 24.47 meV
lattice dispersion: relative warping at ktheta 0.01155
  width 0.110 meV, upper gap 102.75 meV
twist +0.05 deg: width 13.595 meV, gap 103.52 meV
strain 0.1 %: Dirac shift scale 10.05 meV
tunnelling slope, length 0.2 nm: scale 6.89 meV
Coulomb e^2/(4 pi eps L), eps_r 10: 10.76 meV
kT at 4 K: 0.345 meV; at 300 K: 25.85 meV
done: every assertion held
```
